\section*{Electric-quadrupole K-edge absorption and its t2g–eg separation in cubic symmetry, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the plane wave to five quadrupole amplitudes}

\subsection{What symmetry fixes}

Let light with unit polarization vector $\boldsymbol\varepsilon$ and wavevector $\mathbf k=k\hat{\mathbf k}$ excite a 1s electron. The polarization may be complex, with $\sum_i|\varepsilon_i|^2=1$; the wavevector is real, and $\boldsymbol\varepsilon\cdot\hat{\mathbf k}=0$. The position $\mathbf r$ is measured from the absorbing nucleus. Because the 1s function is spherical, the directions of the light enter through the transition operator alone. The two lowest operators available are $\boldsymbol\varepsilon\cdot\mathbf r$, the electric dipole (E1), and $(\boldsymbol\varepsilon\cdot\mathbf r)(\mathbf k\cdot\mathbf r)$, the electric quadrupole (E2). Both are lengths, and the second is smaller by a factor of order $kr$, with $r$ a typical radius in the core integral. The squared amplitudes therefore scale as $r^2$ and $k^2r^4$.

Take components along the cubic axes of a site with full octahedral symmetry $O_h$. The E1 strength is a Hermitian quadratic form in $\varepsilon_i$. Reversing one axis forbids products $\varepsilon_i^*\varepsilon_j$ with $i\ne j$, and permuting the axes makes the three remaining coefficients equal. What is left is a constant times $\sum_i|\varepsilon_i|^2=1$, so the dipole strength is isotropic.

The E2 strength is a Hermitian quadratic form in the symmetric tensor
\begin{equation}
 s_{ij}=\tfrac12(\varepsilon_i\hat k_j+\varepsilon_j\hat k_i),\qquad
 \sum_i s_{ii}=\boldsymbol\varepsilon\cdot\hat{\mathbf k}=0 .
\end{equation}
Axis reversals forbid products of two different off-diagonal elements and products of an off-diagonal with a diagonal element. Permutations leave three invariants: $\sum_{i\neq j}|s_{ij}|^2$, $\sum_i|s_{ii}|^2$ and $|\sum_i s_{ii}|^2$. The last is zero. The sum of the first two is also fixed:
\begin{equation}
 \sum_{ij}|s_{ij}|^2=\tfrac12\left(1+|\boldsymbol\varepsilon\cdot\hat{\mathbf k}|^2\right)=\tfrac12 .
\end{equation}
Hence the E2 strength has the form $a+b\Lambda$, with a single angular variable
\begin{equation}
 \Lambda=\sum_i|\varepsilon_i|^2\hat k_i^2 .
 \label{eq:lambda}
\end{equation}
Symmetry leaves open the prefactor of the operator, the values of $a$ and $b$, and their connection with orbitals. These follow from the light--matter coupling.

\subsection{Cross section in momentum form}

Consider one electron of charge $-e$ and mass $m$ in a local potential, without spin--orbit coupling. In the transverse gauge the term linear in the vector potential is $(e/m)\mathbf A\cdot\mathbf p$. Let the part of $\mathbf A$ that drives absorption be $A_0\boldsymbol\varepsilon\,e^{i\mathbf k\cdot\mathbf r-i\omega t}$, with its complex conjugate added to make the field real. Define
\begin{equation}
 P_f=\langle f|e^{i\mathbf k\cdot\mathbf r}\,\boldsymbol\varepsilon\cdot\mathbf p|1s\rangle .
\end{equation}
The golden rule gives the transition rate
\begin{equation}
 W=\frac{2\pi}{\hbar}\frac{e^2|A_0|^2}{m^2}\sum_f|P_f|^2\,
 \delta(E_f-E_{1s}-\hbar\omega).
\end{equation}
The electric field is $-\partial_t\mathbf A$, so its mean square is $2\omega^2|A_0|^2$. The mean intensity is $2\epsilon_0c\,\omega^2|A_0|^2$, and division by $\hbar\omega$ gives the photon flux $2\epsilon_0c\,\omega|A_0|^2/\hbar$. Rate divided by flux is the cross section. With $e^2/(\epsilon_0c)=4\pi\hbar\alpha$, where $\alpha$ is the fine-structure constant,
\begin{equation}
 \sigma(\omega)=\frac{4\pi^2\alpha\hbar}{m^2\omega}\sum_f|P_f|^2\,
 \delta(E_f-E_{1s}-\hbar\omega).
 \label{eq:sigp}
\end{equation}
This is the cross section for one core electron. A closed 1s shell with equivalent spin channels doubles it.

\subsection{The factor $i/2$}

Expand the plane wave to first order in $k$:
\begin{equation}
 e^{i\mathbf k\cdot\mathbf r}\,\boldsymbol\varepsilon\cdot\mathbf p
 \simeq \boldsymbol\varepsilon\cdot\mathbf p
 +i(\mathbf k\cdot\mathbf r)(\boldsymbol\varepsilon\cdot\mathbf p).
 \label{eq:expand}
\end{equation}
Let $H=p^2/2m+V(\mathbf r)$ have both $|1s\rangle$ and $|f\rangle$ as eigenstates, with $E_f-E_{1s}=\hbar\omega$. A local $V$ commutes with $\mathbf r$, so $[\boldsymbol\varepsilon\cdot\mathbf r,H]=(i\hbar/m)\,\boldsymbol\varepsilon\cdot\mathbf p$. Therefore
\begin{align}
 \langle f|\boldsymbol\varepsilon\cdot\mathbf p|1s\rangle
 &=\frac{m}{i\hbar}\langle f|[\boldsymbol\varepsilon\cdot\mathbf r,H]|1s\rangle
 =\frac{m}{i\hbar}(E_{1s}-E_f)\langle f|\boldsymbol\varepsilon\cdot\mathbf r|1s\rangle
 \nonumber\\
 &=im\omega\,\langle f|\boldsymbol\varepsilon\cdot\mathbf r|1s\rangle .
 \label{eq:e1}
\end{align}

For the second term, write $Q=(\boldsymbol\varepsilon\cdot\mathbf r)(\mathbf k\cdot\mathbf r)$. The product rule for commutators gives
\begin{equation}
 [Q,H]=\frac{i\hbar}{m}\left[(\boldsymbol\varepsilon\cdot\mathbf r)(\mathbf k\cdot\mathbf p)
 +(\boldsymbol\varepsilon\cdot\mathbf p)(\mathbf k\cdot\mathbf r)\right].
 \label{eq:comm}
\end{equation}
In the last product the order is immaterial, since $[\boldsymbol\varepsilon\cdot\mathbf p,\mathbf k\cdot\mathbf r]=-i\hbar\,\boldsymbol\varepsilon\cdot\mathbf k=0$. Split the operator needed into symmetric and antisymmetric halves:
\begin{align}
 (\mathbf k\cdot\mathbf r)(\boldsymbol\varepsilon\cdot\mathbf p)
 ={}&\tfrac12\left[(\mathbf k\cdot\mathbf r)(\boldsymbol\varepsilon\cdot\mathbf p)
 +(\boldsymbol\varepsilon\cdot\mathbf r)(\mathbf k\cdot\mathbf p)\right]\nonumber\\
 &+\tfrac12\left[(\mathbf k\cdot\mathbf r)(\boldsymbol\varepsilon\cdot\mathbf p)
 -(\boldsymbol\varepsilon\cdot\mathbf r)(\mathbf k\cdot\mathbf p)\right]\nonumber\\
 ={}&\frac{m}{2i\hbar}[Q,H]
 +\tfrac12(\mathbf k\times\boldsymbol\varepsilon)\cdot\mathbf L .
 \label{eq:split}
\end{align}
The last term, with $\mathbf L=\mathbf r\times\mathbf p$, uses $(\mathbf a\times\mathbf b)\cdot(\mathbf c\times\mathbf d)=(\mathbf a\cdot\mathbf c)(\mathbf b\cdot\mathbf d)-(\mathbf a\cdot\mathbf d)(\mathbf b\cdot\mathbf c)$. It is the orbital magnetic dipole, and it vanishes because $\mathbf L|1s\rangle=0$ for a spherical function. The commutator is evaluated as in Eq.~\eqref{eq:e1}, so
\begin{equation}
 \langle f|i(\mathbf k\cdot\mathbf r)(\boldsymbol\varepsilon\cdot\mathbf p)|1s\rangle
 =i\cdot\tfrac12\cdot im\omega\,\langle f|Q|1s\rangle .
\end{equation}
Taking out the common factor $im\omega$ gives
\begin{equation}
 P_f\simeq im\omega\,M_f,\qquad
 M_f=\langle f|\,\boldsymbol\varepsilon\cdot\mathbf r
 +\tfrac{i}{2}(\boldsymbol\varepsilon\cdot\mathbf r)(\mathbf k\cdot\mathbf r)\,|1s\rangle .
 \label{eq:operator}
\end{equation}
Insertion in Eq.~\eqref{eq:sigp} yields the length form
\begin{equation}
 \sigma(\omega)=4\pi^2\alpha\hbar\omega\sum_f|M_f|^2\,
 \delta(E_f-E_{1s}-\hbar\omega).
 \label{eq:sigr}
\end{equation}

The electron spin also couples to the magnetic field of the light. At leading order that coupling contains no function of position, so its spatial factor is $\langle f|1s\rangle$. This vanishes for two different eigenstates of one Hamiltonian. If the final orbitals are relaxed around a core hole they need not be orthogonal to the initial 1s function, but the overlap with a t2g or eg orbital is still zero by symmetry.

The passage from momentum to position assumes one local Hamiltonian for both states. A nonlocal exchange or pseudopotential operator adds its own commutator with $\mathbf r$. Different Hamiltonians for the initial and final orbitals also invalidate the one-electron identity, and Eq.~\eqref{eq:operator} then defines an approximation.

\subsection{Size of the next terms}

The accuracy of stopping at Eq.~\eqref{eq:expand} can be found in closed form for a hydrogenic ion. Write the 1s function as $R_{1s}(r)/\sqrt{4\pi}$, $\mathbf n=\mathbf r/r$ and $c=\hat{\mathbf k}\cdot\mathbf n$. Then
\begin{equation}
 e^{i\mathbf k\cdot\mathbf r}\boldsymbol\varepsilon\cdot\mathbf p|1s\rangle
 =-\frac{i\hbar R'_{1s}}{\sqrt{4\pi}}\,(\boldsymbol\varepsilon\cdot\mathbf n)
 \left[1+ikrc-\tfrac12(kr)^2c^2-\tfrac i6(kr)^3c^3+\dots\right].
\end{equation}
For a d final state the first correction comes from $(\boldsymbol\varepsilon\cdot\mathbf n)c^3$. Its $l=2$ part must be proportional to $(\boldsymbol\varepsilon\cdot\mathbf n)c$, the $l=2$ function with the same dependence on the azimuth about $\hat{\mathbf k}$. The coefficient is a ratio of angular averages,
\begin{equation}
 \frac{\langle c^4(1-c^2)\rangle}{\langle c^2(1-c^2)\rangle}
 =\frac{1/5-1/7}{1/3-1/5}=\frac37 ,
\end{equation}
so the quadrupole integrand is multiplied by $1-(kr)^2/14$. The corresponding ratio for a p final state is $\langle c^2(1-c^2)\rangle/\langle1-c^2\rangle=1/5$, which gives $1-(kr)^2/10$ in the dipole integrand.

For 1s to 3d at nuclear charge $Z$, in atomic units, the radial weight is $r^5e^{-4Zr/3}$, so $\langle r^2\rangle=7\cdot6/(4Z/3)^2=189/(8Z^2)$. With $Z=22$ and $k=1.570$ bohr$^{-1}$,
\begin{equation}
 \frac{k^2\langle r^2\rangle}{14}
 =\frac{(1.570)^2\times189}{14\times8\times22^2}\simeq8.6\times10^{-3}.
\end{equation}
Direct integration with the full plane wave differs from the E2 amplitude by $8.5\times10^{-3}$, relative to that amplitude. The comparison confirms the factor $i/2$. The orbital magnetic term, which the full operator contains, conserves $l$ and adds nothing to this transition. For 1s to 3p the relative difference from E1 is $2.9\times10^{-3}$.

\subsection{Expansion in d functions}

Define the normalized real d functions of $\mathbf n=(x,y,z)/r$, with $N=\sqrt{15/4\pi}$:
\begin{equation}
\begin{aligned}
 D_{xy}&=N\frac{xy}{r^2},\quad D_{yz}=N\frac{yz}{r^2},\quad D_{zx}=N\frac{zx}{r^2},\\
 D_{v}&=N\frac{x^2-y^2}{2r^2},\qquad D_{u}=N\frac{2z^2-x^2-y^2}{2\sqrt3\,r^2}.
\end{aligned}
\label{eq:d}
\end{equation}
The first three are the t2g functions and the last two the eg functions. Multiplying out the operator gives
\begin{equation}
 (\boldsymbol\varepsilon\cdot\mathbf r)(\hat{\mathbf k}\cdot\mathbf r)
 =\sum_i a_ix_i^2+\sum_{i<j}(\varepsilon_i\hat k_j+\varepsilon_j\hat k_i)x_ix_j,
 \qquad a_i=\varepsilon_i\hat k_i .
\end{equation}
The off-diagonal terms are already of t2g form. For the diagonal ones use $a_x+a_y=-a_z$, which is transversality:
\begin{align}
 \sum_i a_ix_i^2
 &=\frac{a_x-a_y}{2}(x^2-y^2)+\frac{a_x+a_y}{2}(x^2+y^2)+a_zz^2\nonumber\\
 &=(a_x-a_y)\frac{x^2-y^2}{2}+\sqrt3\,a_z\,\frac{2z^2-x^2-y^2}{2\sqrt3}.
\end{align}
No term proportional to $r^2$ remains, so the operator has no $l=0$ part. Since $1/N=\sqrt{4\pi/15}$,
\begin{equation}
 (\boldsymbol\varepsilon\cdot\mathbf r)(\hat{\mathbf k}\cdot\mathbf r)
 =r^2\sqrt{\frac{4\pi}{15}}\sum_\mu q_\mu D_\mu(\mathbf n),
 \label{eq:qd}
\end{equation}
with
\begin{equation}
\begin{aligned}
 q_{xy}&=\varepsilon_x\hat k_y+\varepsilon_y\hat k_x,\quad
 q_{yz}=\varepsilon_y\hat k_z+\varepsilon_z\hat k_y,\quad
 q_{zx}=\varepsilon_z\hat k_x+\varepsilon_x\hat k_z,\\
 q_v&=\varepsilon_x\hat k_x-\varepsilon_y\hat k_y,\qquad
 q_u=\sqrt3\,\varepsilon_z\hat k_z .
\end{aligned}
\label{eq:q}
\end{equation}

Let $g_{f\mu}(r)$ be the coefficient of $D_\mu$ in the final orbital around the absorbing nucleus. The factor $\sqrt{4\pi/15}$ meets the $1/\sqrt{4\pi}$ of the core function, and orthonormality of the $D_\mu$ does the angular integral:
\begin{equation}
 \langle f|(\boldsymbol\varepsilon\cdot\mathbf r)(\hat{\mathbf k}\cdot\mathbf r)|1s\rangle
 =\frac1{\sqrt{15}}\sum_\mu q_\mu R_{f\mu},\qquad
 R_{f\mu}=\int_0^\infty g_{f\mu}^*\,R_{1s}\,r^4\,dr .
 \label{eq:amp}
\end{equation}
Of the four powers of $r$, two come from the operator and two from the volume element. Equation~\eqref{eq:amp} holds in any Cartesian frame and for any site symmetry, provided that light and orbitals are referred to the same axes.

\section{Cubic strengths, geometry and implementation}

\subsection{Symbols and results carried over}

The light has unit polarization $\boldsymbol\varepsilon$, transverse to the unit vector $\hat{\mathbf k}$, and $k=\omega/c$. The cross section per core electron is Eq.~\eqref{eq:sigr}, with the operator $\boldsymbol\varepsilon\cdot\mathbf r+\frac i2(\boldsymbol\varepsilon\cdot\mathbf r)(\mathbf k\cdot\mathbf r)$. The quadrupole amplitude, with $k$ taken out, is $\sum_\mu q_\mu R_{f\mu}/\sqrt{15}$. Here $q_\mu$ are the five geometric factors of Eq.~\eqref{eq:q}, $R_{f\mu}$ are radial integrals of $r^2$, and $\mu$ runs over $xy,yz,zx$ (t2g) and $u,v$ (eg), where $u$ denotes $3z^2-r^2$ and $v$ denotes $x^2-y^2$. The angular variable is $\Lambda=\sum_i|\varepsilon_i|^2\hat k_i^2$ along the cubic axes.

We have derived the length-form cross section, including the factor $i/2$ in the quadrupole operator, and written the quadrupole amplitude in terms of five d functions. It remains to sum over degenerate levels at a cubic site, find the t2g and eg weights for particular geometries, and apply the result in calculations.
